Effective electron collision frequencies for dc mobility and high-frequency absorption

**Problem**

A weakly ionized gas has N atoms and n electrons per unit volume. The electrons have an isotropic Maxwellian velocity distribution at temperature Te. They collide elastically with atoms so heavy that these may be taken as fixed, and the momentum-transfer cross section σ does not depend on the electron speed v. The collision frequency of an electron is therefore proportional to its speed:

ν(v) = Nσv.

Suppose this function is to be replaced by one number. Such a number can be extracted from two different measurements.

The first is the mobility μ in a weak steady field, which defines ν_dc by

μ = e/(m ν_dc).

The second is the absorption of a weak field of angular frequency ω, much larger than the collision frequencies of the electrons that carry the current. If σ_c is the complex conductivity, ν_hf is defined by

Re σ_c → n e² ν_hf/(m ω²).

This is the high-frequency limit of the Drude formula

Re σ_c = (n e²/m) ν/(ν² + ω²),

which holds when all electrons share one ν.

(a) Estimate ν_dc, ν_hf and their ratio by scaling. (b) Find them exactly within this model. (c) Compare the two answers, and apply the result to a gas at 0.5 Torr and 400 K with σ = 6×10⁻¹⁶ cm², kTe = 3 eV and n = 10¹⁰ cm⁻³, in a 2.45 GHz field of amplitude 20 V/cm.

Both measurements refer to the same distribution: the dc field is a weak probe that does not change Te. Here k is Boltzmann's constant, e > 0 the elementary charge and m the electron mass.

**First estimate by scaling**

In this model N and σ enter only through ν = Nσv, and the temperature sets the only speed scale, so both answers must be a number of order one times Nσv̄, where v̄ = √(8kTe/πm) is the mean speed. The ratio is a pure number. To estimate it, one must know which electrons carry the current.

A weak field that acts for a time much shorter than 1/ν shifts the distribution f0 slightly along the field axis. The change at a given velocity is proportional to the slope of f0, which for a Maxwellian is proportional to v exp(−mv²/2kTe). Each electron contributes its velocity to the current, which gives another factor v, and a shell in velocity space has a volume proportional to v². The current just after this short push is thus distributed over speeds as

w(v) ∝ v⁴ exp(−mv²/2kTe).

The maximum follows from

d ln w/dv = 4/v − mv/kTe = 0, so v₀ = 2√(kTe/m).

Both collision frequencies should lie near

Nσv₀ = 2√(π/8) Nσv̄ ≈ 1.25 Nσv̄.

They differ because they average ν differently. In a steady field an electron gains drift for a time 1/ν, so the mobility averages 1/ν. At high frequency the absorption is proportional to the number of collisions per unit time, so it averages ν. The ratio is then the mean of ν times the mean of 1/ν. With ν = ν₀(1 + x) and small x,

⟨1 + x⟩⟨1 − x + x²⟩ ≈ 1 + ⟨x²⟩ − ⟨x⟩²,

which is one plus the relative variance of ν. Near its maximum w resembles a Gaussian whose inverse variance is

−d² ln w/dv² = 4/v₀² + m/kTe = 2m/kTe.

The variance of v is therefore kTe/2m. Divided by v₀² = 4kTe/m it gives 1/8, and the estimate is

ν_hf/ν_dc ≈ 1 + 1/8 = 1.125.

**Exact solution: the conductivity**

Let the field along z be the real part of E exp(iωt), uniform in space. The electron charge is −e, so the kinetic equation is

∂f/∂t − (eE/m) exp(iωt) ∂f/∂v_z = C[f],

where C is the rate of change due to collisions. To first order in the field,

f = f0(v) + g(v) cos θ exp(iωt),

with θ the angle between velocity and z. Since f0 depends on speed alone, ∂f0/∂v_z = cos θ f0′, where the prime means d/dv.

Elastic collisions with fixed atoms keep the speed and change the direction by an angle χ. They leave f0 unchanged. For the directed part, the average of cos θ over the azimuth of the scattering is cos θ cos χ, because the component perpendicular to the old direction averages to zero. With differential cross section s(χ),

C[g cos θ] = −N v g cos θ ∫ s(χ)(1 − cos χ) dΩ = −ν(v) g cos θ.

The integral is the momentum-transfer cross section σ, so anisotropic scattering is included. Collecting the terms of first order in E gives

iωg − (eE/m) f0′ = −νg,

g = (eE/m) f0′/(ν + iω).

The current density amplitude is

J = −e ∫ v cos θ g cos θ d³v = −(4πe/3) ∫ v³ g dv,

since the integral of cos²θ over all directions is 4π/3. Inserting g gives

J = σ_c E, σ_c = (n e²/m) S(ω),

S(ω) = ∫ w(v)/(ν + iω) dv, w(v) = −(4π/3n) v³ f0′.

The weight w is normalized. Integration by parts, with v³f0 vanishing at both ends, yields

∫ w dv = (4π/n) ∫ v² f0 dv = 1.

Averages with this weight are written ⟨…⟩_w.

In the dc case ω = 0, and σ_c = neμ. Comparison with the definition of ν_dc gives

1/ν_dc = ⟨1/ν⟩_w.

For ω > 0 the real part is

Re S = ⟨ν/(ν² + ω²)⟩_w.

After multiplication by ω² the integrand tends to ν for large ω, hence

ν_hf = ⟨ν⟩_w.

These relations confirm the two kinds of average used in the estimate.

**Exact solution: the Maxwellian averages**

For a Maxwellian f0′ = −(mv/kTe) f0. The speed distribution is F(v) = 4πv²f0/n, so

w(v) = (mv²/3kTe) F(v).

With a² = 2kTe/m,

F(v) = (4/(√π a³)) v² exp(−v²/a²).

The substitution t = v²/a² turns the integrals into factorials:

∫ v³ exp(−v²/a²) dv = (a⁴/2) ∫ t exp(−t) dt = a⁴/2,

∫ v⁵ exp(−v²/a²) dv = (a⁶/2) ∫ t² exp(−t) dt = a⁶.

The plain averages over F are therefore

v̄ = ⟨v⟩ = 2a/√π, ⟨v³⟩ = 4a³/√π = 2a²v̄ = (4kTe/m) v̄.

In the dc case one factor v of the weight cancels against ν:

1/ν_dc = (m/3kTe) ⟨v²/(Nσv)⟩ = m v̄/(3kTe Nσ).

Because v̄² = 8kTe/(πm), one may write m/kTe = 8/(πv̄²). Thus

1/ν_dc = 8/(3π Nσv̄), ν_dc = (3π/8) Nσv̄ ≈ 1.178 Nσv̄.

At high frequency the extra factor v is multiplied instead:

ν_hf = Nσ (m/3kTe) ⟨v³⟩ = Nσ (m/3kTe)(4kTe/m) v̄ = (4/3) Nσv̄.

The quotient is

ν_hf/ν_dc = (4/3)·(8/3π) = 32/(9π) ≈ 1.132.

Temperature, density and cross section have cancelled. Both effective values exceed the plain mean Nσv̄, because w favours fast electrons.

**Why the high-frequency value is larger**

The sign does not depend on the Maxwellian. If f0 decreases with speed, w is nowhere negative, and the Cauchy–Schwarz inequality gives

1 = (∫ √(wν) √(w/ν) dv)² ≤ ⟨ν⟩_w ⟨1/ν⟩_w = ν_hf/ν_dc.

Equality requires ν to be the same at all speeds where w is non-zero.

The physical content is seen most easily in time. Give every electron the same small velocity δ along x at t = 0. The distribution becomes f0 displaced by δ, and its directed part at speed v then decays as exp(−νt). The mean velocity is

u(t) = δ ⟨exp(−νt)⟩_w.

Its initial relative rate of decay is ⟨ν⟩_w = ν_hf. Its time integral, the total mean displacement, is δ⟨1/ν⟩_w = δ/ν_dc. Fast electrons lose their directed motion first; slow electrons keep theirs longer and prolong the displacement. A high-frequency field senses the initial loss, a steady field the whole decay.

This picture gives a second derivation that does not use w. Let V = v + δ be the velocity just after the kick, with v Maxwellian. To first order in δ,

|V| = v + δv_x/v, 1/|V| = 1/v − δv_x/v³.

The initial momentum loss involves

⟨V_x|V|⟩ = δ⟨v + v_x²/v⟩ = (4/3) δv̄,

where terms odd in v_x vanish and v_x² averages to v²/3 over directions. The displacement involves

⟨V_x/|V|⟩ = δ⟨1/v − v_x²/v³⟩ = (2/3) δ⟨1/v⟩.

With ⟨1/v⟩ = (4/(√π a³))(a²/2) = 2/(√π a) = 4/(πv̄), the last expression is 8δ/(3πv̄). Multiplying the first average by Nσ and dividing the second by Nσ reproduces ν_hf and 1/ν_dc. The same integrals, evaluated numerically for a kick of 0.01√(kTe/m), give 2.12771 and 1.87999 for the two frequencies in units of Nσ√(kTe/m); the formulas give 2.12769 and 1.87997.

The total displacement was also tested by following 300,000 electrons through random flights with isotropic scattering, for a time 6/(Nσ√(kTe/m)). To first order the kick multiplies the Maxwellian by 1 + mv_xδ/kTe, so the mean displacement is (mδ/kTe)⟨v_x(0)Δx⟩, where Δx is the distance travelled along x without the kick. The trajectories give ν_dc = 1.889 in the same units, 0.5 % above the formula. The finite time accounts for 0.2 %; the rest lies within the statistical scatter of roughly half a per cent.

**Comparison of estimate and exact result**

The estimate put both frequencies near 1.25 Nσv̄. The exact values, 1.178 and 1.333, lie on either side of it. The estimated ratio 1.125 is 0.6 % below the exact 1.132.

The exact relative variance of v under w is 45π/128 − 1 ≈ 0.104, not 1/8; in the expansion in x this overestimate partly makes up for the neglected higher terms. The closeness is better understood from ln v. The product ⟨ν⟩⟨1/ν⟩ treats ν and 1/ν alike, and its expansion in the spread of ln ν begins with one plus the variance of ln ν. The exact variance of ln v under w is (π²/2 − 40/9)/4 ≈ 0.123, within 2 % of 1/8. The modest spread of ν also helps, as a more general law shows. Let ν ∝ v^k, with |k| < 5 so that both averages exist. Since

∫ v^(4+k) exp(−v²/a²) dv = (a^(5+k)/2) Γ((5+k)/2),

the exact ratio is

ν_hf/ν_dc = Γ((5+k)/2) Γ((5−k)/2)/Γ(5/2)².

For k = 1 this is 2·1/(3√π/4)² = 32/(9π), as before. In the estimate a relative change of v changes ν by k times as much, so the variance is multiplied by k²:

ν_hf/ν_dc ≈ 1 + k²/8.

For k = 0 both expressions give 1. For k = 1/2, a cross section falling as v^(−1/2), both give 1.031. For k = 2, Γ(7/2) = (5/2)Γ(5/2) and Γ(3/2) = Γ(5/2)/(3/2) make the exact ratio 5/3 ≈ 1.67, whereas the estimate gives 1.5. The expansion in a small spread is then no longer good. The factor 32/(9π) thus belongs to constant σ and is not a general conversion between the two measurements.

The shape of f0 matters as well. For a Druyvesteyn distribution, f0 ∝ exp(−v⁴/b⁴) with b a constant speed, the slope is proportional to v³ f0 and w ∝ v⁶ exp(−v⁴/b⁴). With t = v⁴/b⁴ the averages are again gamma functions, and for constant σ

ν_hf/ν_dc = Γ(2)Γ(3/2)/Γ(7/4)² ≈ 1.049.

The weight is narrower, so the two averages lie closer together.

**The numerical case**

The pressure of 0.5 Torr is 66.7 Pa, and N = p/(kT) at 400 K is 1.207×10¹⁶ cm⁻³. At kTe = 3 eV the mean speed is v̄ = 1.159×10⁸ cm/s. Then

Nσv̄ = (1.207×10¹⁶)(6×10⁻¹⁶)(1.159×10⁸) s⁻¹ = 8.40×10⁸ s⁻¹,

ν_dc = 1.178 × 8.40×10⁸ s⁻¹ = 9.89×10⁸ s⁻¹,

ν_hf = 1.333 × 8.40×10⁸ s⁻¹ = 1.12×10⁹ s⁻¹.

The mobility e/(mν_dc) is 1.78×10⁶ cm²/Vs. A steady field of 20 V/cm would give a formal drift speed of 3.6×10⁷ cm/s, about 0.3 v̄. That is not a weak probe. The mobility applies to a steady field too small to change Te. If the atoms are helium, this means well below 0.9 V/cm, the field at which dc heating alone would equal the elastic energy loss at 3 eV.

At 2.45 GHz, ω = 1.539×10¹⁰ s⁻¹ and ω/ν_hf = 13.8. The mean absorbed power density is P = ½ Re σ_c E². The dc conductivity is

neμ = (10¹⁰)(1.602×10⁻¹⁹)(1.778×10⁶) S/cm = 2.85×10⁻³ S/cm.

Since neμ = ne²/(mν_dc), the Drude formula with ν_hf becomes

Re σ_c = neμ ν_dc ν_hf/(ν_hf² + ω²) = 1.324×10⁻⁵ S/cm,

and P = ½ (1.324×10⁻⁵)(20)² W/cm³ ≈ 2.65 mW/cm³. The full integral for S gives 2.64 mW/cm³. The Drude formula with ν_dc gives 2.34 mW/cm³, which is 11.4 % below the full integral.

The limit alone would predict a deficit of 1 − 9π/32 = 11.6 %. The difference comes from the finite frequency. Expanding ν/(1 + ν²/ω²) gives

ω² Re S ≈ ⟨ν⟩_w − ⟨ν³⟩_w/ω².

The ratio ⟨ν³⟩_w/⟨ν⟩_w is (Nσ)²⟨v⁵⟩/⟨v³⟩. From ∫ v⁷ exp(−v²/a²) dv = 3a⁸ one finds ⟨v⁵⟩ = 12a⁵/√π, so ⟨v⁵⟩/⟨v³⟩ = 3a² = 6kTe/m. Hence

ω² Re S/ν_hf ≈ 1 − 6(Nσ)²kTe/(mω²) = 1 − (3π/4)(Nσv̄/ω)² = 0.993.

The full integral gives 0.993 as well. The Drude formula with ν_dc has a smaller reduction, ν_dc²/ω² = 0.4 %, and this offsets a little of its error.

Between the limits it is useful to define ν_R = Re(1/S). At a given current density amplitude J the absorbed power is ½|J|² (m/ne²) ν_R, so ν_R measures the resistive part of the impedance. At ω = 0 it equals ν_dc. At high frequency S ≈ (1/iω)(1 − ⟨ν⟩_w/iω), whose inverse is iω + ⟨ν⟩_w to this order, so ν_R tends to ν_hf. For this gas ν_R/ν_dc is 1.002 at 13.56 MHz, 1.084 at 200 MHz and 1.131 at 2.45 GHz. At this pressure 13.56 MHz is practically a dc case for momentum transfer, while 2.45 GHz has nearly reached the other limit.

**The model beside a real discharge**

The parameters are round values chosen to resemble a discharge in helium. The least secure assumptions are the constant cross section and the Maxwellian. A cross section falling as v^(−1/2) lowers the ratio from 1.13 to 1.03, and a Druyvesteyn distribution lowers it to 1.05. The first point matters for helium itself: its momentum-transfer cross section falls with energy above a few eV, so ν varies much less than in the model and the two frequencies differ by only a few per cent at this temperature. The 13 % difference belongs to the model gas, not to real helium. The Druyvesteyn form belongs to electrons heated by a steady or low-frequency field at constant σ. For ω much larger than ν, heating and elastic loss are both proportional to ν, and with elastic losses alone the distribution sustained by the field stays close to a Maxwellian, at about 3.6 eV for the field used here in helium. Inelastic collisions deplete the tail above a threshold of roughly 20 eV. A simple model subtracts from f0 its value at 20 eV and sets it to zero above; the slope below 20 eV is unchanged, w is cut off there, and the ratio becomes 1.124. In argon the cross section varies strongly with energy, and both averages must be computed from the actual σ(v).

Several other effects can be judged from these numbers. A Coulomb estimate of the electron–ion rate is 7.6×10⁴ s⁻¹, less than 10⁻⁴ of ν_hf. The mean free path 1/(Nσ) = 0.14 cm is 1.4 % of a 10 cm chamber, so momentum transfer is nearly local. The peak quiver speed eE/(mω) is 2 % of v̄, so the treatment to first order in the field holds. The field is not weak for the energy balance: the absorbed 2.64 mW/cm³ is 1.65×10⁶ eV/s per electron, about 1.2 times the elastic energy loss in helium at 3 eV. The microwave field thus helps to set Te, which is taken as given here. With the mass of helium, M, elastic energy relaxation at the rate (2m/M)ν_hf = 3×10⁵ s⁻¹ is far slower than ω, which supports a steady f0 during a cycle as far as elastic losses are concerned. The same slow rate makes the energy balance less local than the momentum balance. With the diffusion coefficient ⟨v²/(3ν)⟩ = v̄/(3Nσ), an electron diffuses about √(M/8m)/(Nσ) ≈ 4 cm during one elastic energy relaxation time. This is comparable to the chamber, so walls and field gradients can shape f0 already at this pressure. The model leaves this out.

The density is 0.13 of the critical density 7.4×10¹⁰ cm⁻³, at which the plasma frequency equals ω. The local absorption formula needs the field inside the plasma, and the 20 V/cm used above is meant in this sense. Even at this density it can differ from the field outside: where the field is normal to the surface of a plasma slab, it is larger inside by a factor of about 1/(1 − 0.13) ≈ 1.15, which raises the absorbed power by about a third. In general the inside field must be found from the wave problem. For a given f0, the ratio ν_hf/ν_dc does not contain n as long as Coulomb collisions contribute little to momentum transfer. The density can still enter through the shape of f0: electron–electron collisions exchange energy at a rate of about 8×10⁴ s⁻¹ here, already a quarter of the elastic energy relaxation rate. The numerical output lists most of the values used here.

Table of computed values

```
REDUCED TESTS (unit N s sqrt(kT/m))
nu_dc: formula 1.87997, kick integral 1.87999
nu_hf: formula 2.12769, kick integral 2.12771
nu_dc from random flights: 1.889
Re S at omega=3: integral 0.1487, flights 0.1476
nu_dc/(N s vbar) = 1.1781
nu_hf/(N s vbar) = 1.3333
ratio 32/(9 pi) = 1.13177
EXAMPLE INPUTS (rough, helium-like model gas)
pressure = 0.5 Torr, gas at 400 K
cross section = 6.0e-16 cm2, kTe = 3.0 eV
electron density = 1.0e+10 cm^-3
field amplitude = 20.0 V/cm at 2.45 GHz
EXAMPLE RESULTS
gas density = 1.2071e+16 cm^-3
mean electron speed = 1.1592e+08 cm/s
N s vbar = 8.3950e+08 s^-1
nu_dc = 9.8902e+08 s^-1
nu_hf = 1.1193e+09 s^-1
dc mobility = 1.7784e+06 cm2/Vs
omega = 1.5394e+10 s^-1, omega/nu_hf = 13.75
power, full integral = 2.6437 mW/cm3
power, Drude with nu_hf = 2.6481 mW/cm3
power, Drude with nu_dc = 2.3425 mW/cm3
error with nu_dc = -11.39 %
error with nu_hf = 0.17 %
nu_R at 13.56 MHz = 9.9147e+08 s^-1, nu_R/nu_dc = 1.0025
nu_R at 200.00 MHz = 1.0717e+09 s^-1, nu_R/nu_dc = 1.0836
nu_R at 2450.00 MHz = 1.1187e+09 s^-1, nu_R/nu_dc = 1.1311
NEGLECTED EFFECTS
omega^2 Re S/nu_hf at 2.45 GHz = 0.99306
its leading estimate = 0.99299
ratio if cross section ~ v^(-1/2) = 1.0312
ratio for Druyvesteyn f0 = 1.0492
ratio, tail cut at 20 eV = 1.1236
Coulomb logarithm = 13.6
electron-ion rate = 7.61e+04 s^-1, over nu_hf = 6.8e-05
mean free path = 0.138 cm, over 10 cm chamber = 0.0138
quiver speed/mean speed = 0.0197
energy relaxation rate (2m/M)nu_hf = 3.07e+05 s^-1
  over omega: 2.0e-05 at 2.45 GHz, 3.6e-03 at 13.56 MHz
critical density = 7.446e+10 cm^-3, n/n_c = 0.134
```
